# Curvature of an oxidised silicon wafer after one face is stripped: verification in Python

```python
"""Curvature of an oxidised Si(100) wafer after one oxide is stripped.
Result under test: R = M h^2 / (6 S t), convex on the retained-oxide side,
while equal oxides on both faces give zero curvature.
h: silicon thickness; t: oxide thickness; S: magnitude of oxide compression
with both films present; M = C11 + C12 - 2 C12^2/C11: biaxial modulus.
Strain is e0 + kappa*z, with z towards the retained oxide.
The test minimises the elastic energy of a layered anisotropic plate.
All calculations use SI units; material data are rough typical values.
"""
import numpy as np
from scipy.constants import g

h, t, S, radius = 525e-6, 500e-9, 0.3e9, 0.050
C11, C12, C44 = 165.7e9, 63.9e9, 79.6e9
E_ox, nu_ox = 70e9, 0.17
rho_si, rho_ox = 2329.0, 2200.0
molar_si, molar_ox = 28.085, 60.083
alpha_si, alpha_ox = 2.6e-6, 0.5e-6
native, warming, thickness_error = 1.5e-9, 10.0, 20e-6
mismatch_t = 5e-9


def plane_stiffness(axes):
    """In-plane stiffness at zero normal stress; rows of axes are x, y, z."""
    d = np.eye(3)
    c = C12 * np.einsum('ij,kl->ijkl', d, d)
    c += C44 * (np.einsum('ik,jl->ijkl', d, d)
                + np.einsum('il,jk->ijkl', d, d))
    c += (C11 - C12 - 2*C44) * np.einsum(
        'ip,jp,kp,lp->ijkl', axes, axes, axes, axes)
    pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    voigt = np.array([[c[i, j, k, l] for k, l in pairs] for i, j in pairs])
    compliance = np.linalg.inv(voigt)
    return np.linalg.inv(compliance[np.ix_([0, 1, 5], [0, 1, 5])])


def axes_100(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, s, 0], [-s, c, 0], [0, 0, 1]])


Q_ox = E_ox/(1-nu_ox**2) * np.array(
    [[1, nu_ox, 0], [nu_ox, 1, 0], [0, 0, (1-nu_ox)/2]])
M_ox = E_ox/(1-nu_ox)
nodes, weights = np.polynomial.legendre.leggauss(6)


def relax_plate(Q_si, thick, top, bottom, free_strain):
    """Minimise layer energy over three membrane strains and curvatures."""
    K, force = np.zeros((6, 6)), np.zeros(6)
    layers = [(-thick/2, thick/2, Q_si, 0.0),
              (thick/2, thick/2+top, Q_ox, free_strain),
              (-thick/2-bottom, -thick/2, Q_ox, free_strain)]
    for low, high, Q, eigen in layers:
        for x, weight in zip(nodes, weights):
            z = (low+high)/2 + x*(high-low)/2
            B = np.hstack([np.eye(3), z/thick*np.eye(3)])
            dz = weight*(high-low)/2
            K += dz * B.T @ Q @ B
            force += dz * B.T @ Q @ np.array([eigen, eigen, 0.0])
    solution = np.linalg.solve(K, force)
    return solution[:3], solution[3:]/thick


# Biaxial modulus and its independence of in-plane direction
M = C11 + C12 - 2*C12**2/C11
Q_si = plane_stiffness(axes_100(0))
for angle in np.radians([0, 20, 45]):
    stress = plane_stiffness(axes_100(angle)) @ np.array([1, 1, 0])
    assert np.allclose(stress/M, [1, 1, 0], atol=1e-10)

# The oxide's free strain is set by its stress in the balanced wafer
free = S/M_ox + 2*S*t/(M*h)
strain2, curve2 = relax_plate(Q_si, h, t, t, free)
kappa = 6*S*t/(M*h**2)
R = 1/kappa
assert np.max(np.abs(curve2)) < 1e-9*kappa
assert abs(M_ox*(strain2[0]-free)/(-S) - 1) < 1e-9
assert abs(M*strain2[0]/(2*S*t/h) - 1) < 1e-8

# One oxide: radius, sign, spherical shape and finite-film formula
eta, m = t/h, M_ox/M
ratio = (1+eta)*(1+2*eta*m)/(
    1+4*eta*m+6*eta**2*m+4*eta**3*m+eta**4*m**2)
for angle in np.radians([0, 20, 45]):
    Q = plane_stiffness(axes_100(angle))
    _, curve = relax_plate(Q, h, t, 0, free)
    assert np.allclose(curve/kappa, [ratio, ratio, 0], atol=1e-8)
strain1, curve1 = relax_plate(Q_si, h, t, 0, free)
R_full = 1/curve1[0]
assert curve1[0] > 0 and abs(R_full/R-1) < eta
assert abs(ratio-1-eta*(1-2*m)) < 10*eta**2
assert abs(R-55) < 0.5

# Stress distribution in silicon after stripping
top_stress = M*(strain1[0]+curve1[0]*h/2)
bare_stress = M*(strain1[0]-curve1[0]*h/2)
zero_plane = -strain1[0]/curve1[0]
assert abs(top_stress/(4*S*t/h)-1) < 5*eta
assert abs(bare_stress/(-2*S*t/h)-1) < 5*eta
assert abs(zero_plane/(-h/6)-1) < 5*eta
film_after = M_ox*(strain1[0]+curve1[0]*(h+t)/2-free)

# Small imbalance, and a wafer orientation without spherical bending
_, unequal = relax_plate(Q_si, h, t, t-mismatch_t, free)
R_unequal = M*h**2/(6*S*mismatch_t)
assert abs(unequal[0]*R_unequal-1) < 5*eta
r2 = np.sqrt(2)
axes_110 = np.array([[0, 0, 1], [1/r2, -1/r2, 0], [1/r2, 1/r2, 0]])
_, curve110 = relax_plate(plane_stiffness(axes_110), h, t, 0, free)
assert abs(curve110[0]/curve110[1]-1) > 0.05

# Bow of a spherical cap
bow = radius**2/(2*R)
assert abs((R-np.sqrt(R**2-radius**2))/bow-1) < 1e-5

# Direction-averaged constants for gravity and middle-plane stretching
Q_avg = np.mean([plane_stiffness(axes_100(a))
                 for a in np.arange(4)*np.pi/8], axis=0)
nu = Q_avg[0, 1]/Q_avg[0, 0]
E = Q_avg[0, 0]*(1-nu**2)
x, wx = (nodes+1)/2, weights/2
pair = np.array([[1, nu], [nu, 1]])

# Stretching energy of a unit spherical cap, relaxed over radial motion
K, f, constant = np.zeros((2, 2)), np.zeros(2), 0.0
for r, weight in zip(x, wx):
    B = np.array([[1, 3*r*r], [1, r*r]])
    load = np.array([r*r/2, 0])
    K += weight*2*r * B.T @ pair @ B
    f += weight*2*r * B.T @ pair @ load
    constant += weight*2*r * load @ pair @ load
stretch_energy = (constant-f @ np.linalg.solve(K, f))/(2*(1-nu**2))
assert abs(stretch_energy*384-1) < 1e-9
stretch_effect = E/M*(kappa*radius**2/(4*h))**2

# Gravity sag of a unit disc resting on an edge ring
K, f = np.zeros((2, 2)), np.zeros(2)
for r, weight in zip(x, wx):
    B = np.array([[-2, -12*r*r], [-2, -4*r*r]])
    K += weight*r * B.T @ pair @ B
    f += weight*r*np.array([1-r*r, 1-r**4])
sag_factor = (5+nu)/(64*(1+nu))
assert abs(np.sum(np.linalg.solve(K, f))/sag_factor-1) < 1e-9
D = E*h**3/(12*(1-nu**2))
sag = sag_factor*rho_si*g*h*radius**4/D

# Other neglected effects, found from the layered plate
def solved_radius(thick=h, bottom=0.0, eigen=free):
    return 1/relax_plate(Q_si, thick, t, bottom, eigen)[1][0]


consumed = (molar_si/rho_si)/(molar_ox/rho_ox)
R_consumed = solved_radius(thick=h-2*consumed*t)
R_native = solved_radius(bottom=native)
R_warm = solved_radius(eigen=free-(alpha_si-alpha_ox)*warming)
R_thin = solved_radius(thick=h-thickness_error)
R_thick = solved_radius(thick=h+thickness_error)


def percent(value):
    return 100*(value/R_full-1)


print(f"Silicon thickness: {h*1e6:.0f} um")
print(f"Oxide thickness: {t*1e9:.0f} nm")
print(f"Oxide compression, both films present: {S/1e9:.2f} GPa")
print(f"Wafer diameter: {2*radius*1e3:.0f} mm")
print(f"Silicon C11, C12, C44: {C11/1e9:.1f}, {C12/1e9:.1f}, {C44/1e9:.1f} GPa")
print(f"Silicon biaxial modulus M: {M/1e9:.1f} GPa")
print(f"Oxide Young modulus: {E_ox/1e9:.0f} GPa; Poisson ratio: {nu_ox:.2f}")
print(f"Oxide biaxial modulus: {M_ox/1e9:.1f} GPa")
print(f"Film force per width S*t: {S*t:.1f} N/m")
print(f"Moment per width S*t*h/2: {S*t*h/2:.5f} N")
print(f"Biaxial bending stiffness M*h^3/12: {M*h**3/12:.4f} N m")
print(f"Balanced wafer, largest computed curvature: {np.max(abs(curve2)):.1e} 1/m")
print(f"Stripped wafer, thin-film curvature: {kappa:.5f} 1/m")
print(f"Stripped wafer, thin-film radius: {R:.2f} m")
print(f"Stripped wafer, layered-plate radius: {R_full:.2f} m")
print(f"Centre-to-edge bow: {bow*1e6:.1f} um")
print(f"Silicon tension before stripping: {M*strain2[0]/1e6:.3f} MPa")
print(f"Silicon stress below oxide after stripping: {top_stress/1e6:.3f} MPa")
print(f"Silicon stress at bare face after stripping: {bare_stress/1e6:.3f} MPa")
print(f"Zero-stress plane from middle: {zero_plane*1e6:.1f} um")
print(f"Oxide stress after stripping: {film_after/1e9:.5f} GPa")
print(f"Thickness ratio eta: {eta:.3e}; modulus ratio m: {m:.3f}")
print(f"Finite-film curvature / thin-film curvature: {ratio:.6f}")
print(f"Oxide imbalance: {mismatch_t*1e9:.0f} nm; radius: {R_unequal:.0f} m")
print(f"(110) comparison, radius along [001]: {1/curve110[0]:.1f} m")
print(f"(110) comparison, radius along [1-10]: {1/curve110[1]:.1f} m")
print(f"Silicon consumed per oxide thickness: {consumed:.3f}")
print(f"Radius change from consumed silicon: {percent(R_consumed):.2f} %")
print(f"Native oxide: {native*1e9:.1f} nm; radius change: {percent(R_native):.2f} %")
print(f"Expansion coefficients Si, oxide: {alpha_si*1e6:.1f}, {alpha_ox*1e6:.1f} ppm/K")
print(f"Warming: {warming:.0f} K; radius change: {percent(R_warm):.2f} %")
print(f"Wafer thickness error considered: {thickness_error*1e6:.0f} um")
print(f"Radius change if thinner: {percent(R_thin):.1f} %")
print(f"Radius change if thicker: {percent(R_thick):.1f} %")
print(f"Averaged silicon E: {E/1e9:.1f} GPa; Poisson ratio: {nu:.3f}")
print(f"Middle-plane stretching, relative effect: {100*stretch_effect:.3f} %")
print(f"Gravity sag on edge ring: {sag*1e6:.2f} um")
print(f"Gravity sag / film-induced bow: {100*sag/bow:.1f} %")
print("success")
```

Running it gives:

```
Silicon thickness: 525 um
Oxide thickness: 500 nm
Oxide compression, both films present: 0.30 GPa
Wafer diameter: 100 mm
Silicon C11, C12, C44: 165.7, 63.9, 79.6 GPa
Silicon biaxial modulus M: 180.3 GPa
Oxide Young modulus: 70 GPa; Poisson ratio: 0.17
Oxide biaxial modulus: 84.3 GPa
Film force per width S*t: 150.0 N/m
Moment per width S*t*h/2: 0.03938 N
Biaxial bending stiffness M*h^3/12: 2.1744 N m
Balanced wafer, largest computed curvature: 1.3e-18 1/m
Stripped wafer, thin-film curvature: 0.01811 1/m
Stripped wafer, thin-film radius: 55.22 m
Stripped wafer, layered-plate radius: 55.22 m
Centre-to-edge bow: 22.6 um
Silicon tension before stripping: 0.571 MPa
Silicon stress below oxide after stripping: 1.143 MPa
Silicon stress at bare face after stripping: -0.572 MPa
Zero-stress plane from middle: -87.4 um
Oxide stress after stripping: -0.29973 GPa
Thickness ratio eta: 9.524e-04; modulus ratio m: 0.468
Finite-film curvature / thin-film curvature: 1.000060
Oxide imbalance: 5 nm; radius: 5522 m
(110) comparison, radius along [001]: 55.2 m
(110) comparison, radius along [1-10]: 81.1 m
Silicon consumed per oxide thickness: 0.442
Radius change from consumed silicon: -0.17 %
Native oxide: 1.5 nm; radius change: 0.30 %
Expansion coefficients Si, oxide: 2.6, 0.5 ppm/K
Warming: 10 K; radius change: 0.59 %
Wafer thickness error considered: 20 um
Radius change if thinner: -7.5 %
Radius change if thicker: 7.8 %
Averaged silicon E: 151.4 GPa; Poisson ratio: 0.160
Middle-plane stretching, relative effect: 0.039 %
Gravity sag on edge ring: 2.78 um
Gravity sag / film-induced bow: 12.3 %
success
```
